# Two derivations of the quantum defect condition for a Coulomb tail, part 3

An electron of orbital angular momentum $l$ moves in a central potential $V(r)$ that equals $-1/r$ for $r\ge r_c$; $\Delta V=V+1/r$. Hartree atomic units are used, with $E=-1/(2\nu^2)$, $\nu>0$. The regular radial function $u$, whose values $u(r_c)$, $u'(r_c)$ are entire in $E$, continues outside as

$$u=N\,(f\cos\pi\mu-g\sin\pi\mu),\qquad r\ge r_c. \tag{1}$$

For $\nu>l$ it is normalizable if and only if

$$\sin\pi(\nu+\mu)=0, \tag{2}$$

so $\nu+\mu=n$, an integer, and

$$E=-\frac{1}{2(n-\mu)^2}. \tag{3}$$

The outer equation, with $\lambda\to l+\tfrac12$, is

$$u''+\Big[2E+\frac{2}{r}-\frac{\lambda^2-\tfrac14}{r^2}\Big]u=0. \tag{4}$$

Its solution $y_\lambda=\sum_k a_kr^{k+\lambda+1/2}$ has

$$k(k+2\lambda)\,a_k=-2a_{k-1}-2E\,a_{k-2},\qquad a_0=\frac{2^{\lambda+1/2}}{\Gamma(1+2\lambda)}. \tag{5}$$

With $W[a,b]=ab'-a'b$, $z=2r/\nu$, $a=\tfrac12+\lambda-\nu$ and $b=1+2\lambda$,

$$W[y_\lambda,y_{-\lambda}]=-4\lambda\,\frac{\sin2\pi\lambda}{2\pi\lambda}=-\frac{2}{\pi}\sin2\pi\lambda, \tag{6}$$

$$y_\lambda=(\nu z)^{\lambda+1/2}e^{-z/2}\,\Phi(z),\qquad \Phi(z)=\sum_{k=0}^\infty\frac{(a)_k\,z^k}{\Gamma(b+k)\,k!}. \tag{10}$$

The Coulomb pair is

$$A_\lambda=\frac{\Gamma(\nu+\lambda+\frac12)}{\nu^{2\lambda}\,\Gamma(\nu-\lambda+\frac12)}=\frac{1}{A_{-\lambda}},\qquad f_{\lambda}=A_\lambda^{1/2}y_\lambda,\qquad f_{-\lambda}=A_\lambda^{-1/2}y_{-\lambda},$$

$$g_\lambda=\frac{f_\lambda\cos2\pi\lambda-f_{-\lambda}}{\sin2\pi\lambda}, \tag{11}$$

$$W[f_\lambda,g_\lambda]=-\frac{W[y_\lambda,y_{-\lambda}]}{\sin2\pi\lambda}=\frac{2}{\pi}. \tag{12}$$

At $\lambda=l+\tfrac12$ (index dropped),

$$y_{-l-1/2}=-A\,y_{l+1/2},\qquad A=\frac{1}{\nu^{2l+1}}\prod_{s=-l}^{l}(\nu+s)=\prod_{s=1}^{l}\Big(1-\frac{s^2}{\nu^2}\Big)=\prod_{s=1}^{l}(1+2Es^2), \tag{13}$$

$$g=A^{-1/2}\,(g^0+Gy),\qquad g^0=\frac{1}{2\pi}\big[A\,\partial_\lambda y_\lambda+\partial_\lambda(y_{-\lambda})\big],\qquad G=\frac{AL}{2\pi}, \tag{14}$$

with $y,g^0$ entire in $E$, $L=\partial_\lambda\ln A_\lambda|_{l+1/2}$ smooth for $E\le0$ near threshold, and

$$L=-\frac{\frac16+l(l+1)}{\nu^2}+O(\nu^{-4}).$$

At threshold,

$$f\to\sqrt{2r}\,J_{2l+1}(\sqrt{8r}),\qquad g\to\sqrt{2r}\,Y_{2l+1}(\sqrt{8r})\qquad(E\to0^-). \tag{16}$$

Matching gives

$$W[u,f]=\frac{2N}{\pi}\sin\pi\mu,\qquad W[u,g]=\frac{2N}{\pi}\cos\pi\mu,\qquad\tan\pi\mu=\frac{W[u,f]}{W[u,g]}\bigg|_{r_c}. \tag{17}$$

The growth coefficient $\gamma[u]=\lim_{z\to\infty}u\,z^\nu e^{-z/2}$ is $C\sin\beta$ for $f$ and $-C\cos\beta$ for $g$, where $C=\frac{\sqrt\nu}{\pi}[\Gamma(\nu+l+1)\Gamma(\nu-l)]^{1/2}$. Hence

$$\gamma[u]=NC\,(\sin\beta\cos\pi\mu+\cos\beta\sin\pi\mu)=NC\sin(\beta+\pi\mu)=(-1)^lNC\sin\pi(\nu+\mu). \tag{24}$$

The decaying solution $\chi\sim z^\nu e^{-z/2}$ obeys

$$f\cos\beta+g\sin\beta=-\frac{\nu}{\pi C}\,\chi,\qquad\beta=\pi(\nu-l), \tag{29}$$

and at a level

$$f\cos\pi\mu-g\sin\pi\mu=-(-1)^{n-l}\frac{\nu}{\pi C}\,\chi. \tag{31}$$

## From the sine to the levels

### The integer $n$

Equation (2) means $\nu+\mu=n$, and $E=-1/(2\nu^2)$ with $\nu=n-\mu$ is (3). To give $n$ a meaning, switch the core on through $V_\eta=-1/r+\eta\,\Delta V$ with $0\le\eta\le1$. The Wronskians in (17) are continuous in $\eta$ and $\nu$ and never vanish together, since $u$ is not zero. On the simply connected region $0\le\eta\le1$, $\nu>l$, the angle $\pi\mu$ with $N>0$ therefore has a single continuous branch that equals zero on the edge $\eta=0$, where $u$ is a positive multiple of $f$.

The radial levels of given $l$ are nondegenerate and move continuously with $\eta$, so they keep their order, and by the Sturm oscillation theorem the level numbered $n_r=0,1,\dots$ from below has $n_r$ nodes. At $\eta=0$ the levels are $\nu=l+1,l+2,\dots$, so level $n_r$ has $\nu=n_r+l+1$. Along the path of that level $\nu+\mu$ is continuous and an integer, hence constant, as long as the path stays in $\nu>l$. Thus $n=n_r+l+1$. If $\Delta V\le0$ everywhere, each level moves down monotonically with $\eta$ by the variational principle, and it is enough that the final $\nu$ exceeds $l$.

### Energy dependence near threshold

Inserting $f=A^{1/2}y$ and (14) into (17),

$$\tan\pi\mu=\frac{A\,W[u,y]}{W[u,g^0]+G\,W[u,y]}. \tag{32}$$

The two Wronskians are entire in $E$, $A$ is a polynomial equal to 1 at threshold, and $G$ has all derivatives from the side $E\le0$. Numerator and denominator do not vanish together, so $\mu$ has all one-sided derivatives at threshold and

$$\mu(E)=\mu_0+\mu_1E+O(E^2), \tag{33}$$

where $\mu_0$ is computed from (17) with the Bessel functions (16). Since $\mu$ tends to the finite value $\mu_0$, the continuous function $\nu+\mu$ passes through every sufficiently large integer, so the series is infinite. Putting $E\approx-1/[2(n-\mu_0)^2]$ into (33) gives the Ritz form $\nu=n-\mu_0+\mu_1/[2(n-\mu_0)^2]+O(n^{-4})$. The error of using the constant $\mu_0$ follows from $dE/d\mu=-1/\nu^3$: with $E^{(0)}=-1/[2(n-\mu_0)^2]$, to leading order $E-E^{(0)}\approx-\mu_1E/\nu^3$, so

$$\frac{E-E^{(0)}}{E}\approx-\frac{\mu_1}{\nu^3}. \tag{34}$$

### Where the result stops being useful, and where it fails

Let $\theta=\beta+\pi\mu$. Expanding $\cos(\theta-\beta)$ and $\sin(\theta-\beta)$ in (1) gives $u/N=\hat\chi\cos\theta+H\sin\theta$, with $\hat\chi=f\cos\beta+g\sin\beta$ the decaying combination (29) and $H=f\sin\beta-g\cos\beta$, whose growth coefficient is $C$. Since $W[\hat\chi,H]=-(2/\pi)(\cos^2\beta+\sin^2\beta)=-2/\pi$, one has $W[u,\hat\chi]=(2N/\pi)\sin\theta$ and $W[u,H]=-(2N/\pi)\cos\theta$. Writing $W[u,v]=uv(D_v-D_u)$ with $D$ the logarithmic derivative at $r_c$,

$$\tan\theta=-\frac{\hat\chi}{H}\;\frac{D_\chi-D_u}{D_H-D_u}. \tag{35}$$

When $z_c=2r_c/\nu$ is large compared with both $1$ and $\nu^2$, so that $r_c$ lies deep in the classically forbidden region (which begins near $z=4\nu$) and the $1/z$ corrections to the asymptotic forms are small, the first factor is of order $(\nu/\pi C^2)z_c^{2\nu}e^{-z_c}$. Then $\sin\theta$ is small except where $|D_H-D_u|$ is itself as small as this factor times $|D_\chi-D_u|$. For hydrogen, where $\theta=\beta$, that exception holds at every energy away from integer $\nu$, so the smallness requires a core that moves $D_u$ away from $D_H$ by more than this exponentially small amount. Over a range where it does, $\mu$ is close to an integer minus $\nu$, so it varies as fast as $\nu$ does, and it must change rapidly in the windows where $\theta$ passes from one multiple of $\pi$ to the next. Condition (2) is still exact there, but it picks out the level only as a zero of a quantity that is already small.

The result fails as stated when an assumption fails. A tail such as core polarization, falling as $r^{-4}$, leaves no finite $r_c$, and the proof that the inner solution at the matching point is entire in $E$ no longer applies. If the electron is coupled to excitations of the core, there is more than one channel and the one-channel derivation does not apply. Relativistic terms are left out. For a core of net charge $Z_c$ the term $2/r$ in (4) becomes $2Z_c/r$; writing $r=\varrho/Z_c$ and $E=Z_c^2\varepsilon$ and dividing by $Z_c^2$ restores (4) in the variables $\varrho$ and $\varepsilon$, which gives $E=-Z_c^2/[2(n-\mu)^2]$.

## Worked example

The model core has round parameters $Z=6$ and $r_c=2$ bohr, with

$$V=-\frac{1+(Z-1)(1-r/r_c)^2}{r}=-\frac{Z}{r}+\frac{2(Z-1)}{r_c}-\frac{(Z-1)\,r}{r_c^2}\qquad(r\le r_c).$$

The effective charge falls from 6 at the nucleus to 1 at $r_c$, and $\Delta V\le0$ is proportional to $Z-1$, so raising $Z$ from 1 is the switching-on used above. From $u''=[l(l+1)/r^2+2V-2E]u$ the inner series obeys

$$k(k+2l+1)c_k=-2Zc_{k-1}+\Big[\frac{4(Z-1)}{r_c}-2E\Big]c_{k-2}-\frac{2(Z-1)}{r_c^2}\,c_{k-3},\qquad c_0=1 .$$

The model represents no real atom, and the digits below serve to compare two calculations of the same model. The numerical check, with its output, evaluates $f$ and $g$ from (5) and (11) with $\lambda$ displaced by $10^{-20}$ from $l+\tfrac12$. It tests (6), (10), (12), (13), (14), (16), the leading term of $L$ and the identity (29), and it obtains the levels independently by diagonalizing the radial Hamiltonian in a finite-element discrete variable representation.

### The 4s level

The root of $\nu+\mu(\nu)=4$ for $l=0$ is $\nu=2.915411$. At that energy the values at $r_c$, in atomic units, are $f=-0.072632$, $f'=-0.771815$, $g=0.829179$, $g'=0.046163$, $u=0.062328$ and $u'=0.163881$. The Wronskians are

$$W[f,g]=(-0.072632)(0.046163)-(-0.771815)(0.829179)=-0.003353+0.639973=0.636620,$$

which is $2/\pi$, and

$$W[u,f]=(0.062328)(-0.771815)-(0.163881)(-0.072632)=-0.048106+0.011903=-0.036203,$$

$$W[u,g]=(0.062328)(0.046163)-(0.163881)(0.829179)=0.0028772-0.1358867=-0.133009,$$

the last to within the rounding of the factors. Their ratio, from the unrounded values, is $\tan\pi\mu=0.272181$, and $\tan\pi\nu=-0.272181$, as (2) requires. The principal arctangent is $0.265744$, which divided by $\pi$ is $0.084589$. Both Wronskians are negative, so with $N>0$ the angle lies in the third quadrant and $\mu$ is $1.084589$ up to an even integer. Continuation in $Z$ from 1 to 6 selects $\mu=1.084589$ itself. Then $n-\mu=2.915411$, its square is $8.499621$, and

$$E_{4s}=-\frac{1}{2\times8.499621}=-0.0588261\ \text{hartree}=-1.60074\ \text{eV},$$

with 1 hartree $=27.211386$ eV. The diagonalization gives $-0.058826138$ hartree for the fourth $s$ level, the one with $n_r=3$, which confirms both the energy and the label $n=n_r+l+1=4$.

At $r=40$ bohr the combination $f\cos\pi\mu-g\sin\pi\mu$ equals $-7.444969\times10^{-3}$, and the right side of (31), with $C=1.719098$ and $(-1)^{n-l}=+1$, gives the same figures; the program tests their ratio to within $10^{-5}$ of unity. When $\nu$ is raised by $0.05$ and $\mu$ is recomputed, the same combination at $40$ bohr is $+19.8$. The growing term (24) is then present, and its positive sign is that of $\sin\pi(\nu+\mu)$ when $\nu+\mu$ is slightly above 4.

### The series

| level | $\nu$ | $\mu(E)$ | $E$ (hartree) | $E^{(0)}$ (hartree) |
|---|---|---|---|---|
| 3s | 1.902633 | 1.097367 | −0.138121 | −0.134999 |
| 4s | 2.915411 | 1.084589 | −0.058826 | −0.058461 |
| 5s | 3.919514 | 1.080486 | −0.032547 | −0.032464 |
| 6s | 4.921351 | 1.078649 | −0.020644 | −0.020618 |
| 8s | 6.922916 | 1.077084 | −0.010433 | −0.010428 |
| 3p | 2.226957 | 0.773043 | −0.100820 | −0.097975 |
| 4p | 3.244817 | 0.755183 | −0.047489 | −0.047075 |
| 5p | 4.250937 | 0.749063 | −0.027669 | −0.027564 |
| 6p | 5.253796 | 0.746204 | −0.018114 | −0.018078 |
| 8p | 7.256324 | 0.743676 | −0.009496 | −0.009489 |

For all $s$ and $p$ levels with $n=3$ to $8$ the program tests that (3), with $\mu$ evaluated at the level, differs by less than $10^{-9}$ hartree from eigenvalue number $n-l-1$ of the diagonalization, counted from zero.

The threshold constants are $\mu_0=1.075495$, $\mu_1=-0.15182$ hartree$^{-1}$ for $s$ and $\mu_0=0.740942$, $\mu_1=-0.28494$ hartree$^{-1}$ for $p$. They are obtained at and just below threshold, without reference to any level. For 8s the linear law (33) gives $1.075495+0.15182\times0.010432583=1.075495+0.001584=1.077079$, against $1.077084$; the residual, taken with the defect from the diagonalization, is $5.10\times10^{-6}$. For 8p it gives $0.740942+0.28494\times0.009495911=0.743648$, against $0.743676$, with residual $2.73\times10^{-5}$. The program tests that each residual is below $10E^2$ with $E$ in hartree, a bound that is smaller than the linear term in both cases.

The constant-defect energy $E^{(0)}$ lies above the true level in every row, as (34) predicts for $\mu_1<0$. Relative to $|E|$, the difference is $0.003122/0.138121=2.3\%$ for 3s, $0.000365/0.058826=0.62\%$ for 4s and $(0.010432583-0.010427796)/0.010432583=0.046\%$ for 8s. The leading-order estimate (34) gives $0.15182/2.915411^3=0.15182/24.78=0.61\%$ for 4s and $0.15182/331.8=0.046\%$ for 8s. For 3p the difference is $0.002845/0.100820=2.8\%$.

### The low levels

The diagonalization gives $E_{1s}=-13.314358$ hartree with $\nu=0.193787$ and $E_{2s}=-0.864773$ hartree with $\nu=0.760386$. For $l=0$ the theorem applies at all $\nu>0$, so it assigns $\mu=1-0.193787=0.806$ to 1s and $\mu=2-0.760386=1.240$ to 2s; these two values are inferred from the eigenvalues and were not recomputed from (17). With $1.097$ at 3s, the defect is neither monotonic nor close to $\mu_0$ over this range.

The 2p level falls at $-0.653451$ hartree with $\nu=0.874739$, which is below $l=1$. There $A=1-1/\nu^2$ is negative, $f$ and $g$ are not real, and this level lies outside the domain of (1) to (3), although it still satisfies $W[u,\chi]=0$. The labels of the higher $p$ levels are unaffected, because each of them moves down monotonically from its hydrogen value to a final $\nu$ above 1; 3p is the second $p$ eigenvalue, with $n_r=1$.

At $\nu=0.3$, where $E=-5.5556$ hartree, the nearest eigenvalue is more than 1 hartree away, and yet $|\sin\pi(\nu+\mu)|=3.87\times10^{-3}$. This shows the deep-energy behaviour that (35) describes: the sine is small where there is no level. The value is far larger than the first factor in (35): with $z_c=4/0.3=13.3$, $\nu/\pi C^2=\pi/[\Gamma(1.3)\Gamma(0.3)]\approx1.2$, $z_c^{0.6}\approx4.7$ and $e^{-z_c}\approx1.6\times10^{-6}$, that factor is about $9\times10^{-6}$, so the second factor is several hundred here. $D_u$ is much closer to $D_H$ than to $D_\chi$, but not close enough to offset the first factor.

## Calculated quantities

```
l=0 nu=2.3 r=80 bohr: f/grow=0.80901699 g/grow=-0.58778525
l=1 nu=3.6 r=120 bohr: f/grow=0.95105652 g/grow=0.30901699
model core: Z = 6.0, rc = 2.0 bohr; 1 hartree = 27.211386 eV
s: mu0 = 1.075495, mu1 = -0.15182 1/hartree
level  nu  mu(E)  E_QDT  E_DVR  E_const_mu0 (hartree)  E_QDT (eV)
3s 1.902633 1.097367 -0.138121006 -0.138121006 -0.134999408 -3.75846
4s 2.915411 1.084589 -0.058826138 -0.058826138 -0.058460865 -1.60074
5s 3.919514 1.080486 -0.032546593 -0.032546593 -0.032463864 -0.88564
6s 4.921351 1.078649 -0.020644356 -0.020644356 -0.020617918 -0.56176
7s 5.922331 1.077669 -0.014255571 -0.014255571 -0.014245111 -0.38791
8s 6.922916 1.077084 -0.010432583 -0.010432583 -0.010427796 -0.28389
8s: mu_DVR - mu0 - mu1 E = 5.10e-06
1s (DVR): E = -13.314358 hartree, nu = 0.193787
2s (DVR): E = -0.864773 hartree, nu = 0.760386
p: mu0 = 0.740942, mu1 = -0.28494 1/hartree
level  nu  mu(E)  E_QDT  E_DVR  E_const_mu0 (hartree)  E_QDT (eV)
3p 2.226957 0.773043 -0.100819943 -0.100819943 -0.097975029 -2.74345
4p 3.244817 0.755183 -0.047488631 -0.047488631 -0.047074524 -1.29223
5p 4.250937 0.749063 -0.027669455 -0.027669455 -0.027564047 -0.75292
6p 5.253796 0.746204 -0.018114387 -0.018114387 -0.018078157 -0.49292
7p 6.255367 0.744633 -0.012778045 -0.012778045 -0.012762981 -0.34771
8p 7.256324 0.743676 -0.009495911 -0.009495911 -0.009488761 -0.25840
8p: mu_DVR - mu0 - mu1 E = 2.73e-05
2p (DVR): E = -0.653451 hartree, nu = 0.874739
4s at rc: f = -0.072632 bohr^1/2, f' = -0.771815 bohr^-1/2
4s at rc: g = 0.829179 bohr^1/2, g' = 0.046163 bohr^-1/2
4s at rc: u = 0.062328 bohr, u' = 0.163881
4s: W[f,g] = 0.636620, W[u,f] = -0.036203, W[u,g] = -0.133009 (a.u.)
4s: tan(pi mu) = 0.272181, tan(pi nu) = -0.272181, C = 1.719098 bohr^1/2
r = 40 bohr: matched = -7.444969e-03, Whittaker = -7.444969e-03, at nu+0.05 = 1.9814e+01 bohr^1/2
nu = 0.3 (E = -5.5556 hartree, no level): |sin pi(nu+mu)| = 3.87e-03
```
